# Local Field and Transverse Resonance of Lorentz Oscillators at Cubic Sites, part 1

(Sections cited here and not found follow in the second part.)

## I. The field at a site and the resonance of the polarization

A solid contains $N$ identical oscillators per unit volume. In each, a charge $q$ of mass $m$ is bound to its site by an isotropic spring. Left alone, the charge oscillates at angular frequency $\omega_0$ with damping rate $\gamma$. Its displacement $\mathbf x$ gives a dipole moment $\mathbf p=q\mathbf x$, and the polarization is $\mathbf P=Nq\mathbf x$. The abbreviation

$$\omega_p^2=\frac{Nq^2}{\varepsilon_0 m}$$

defines the oscillator plasma frequency $\omega_p$. SI units are used, and oscillating quantities vary as $e^{-i\omega t}$.

The dipoles are treated as points whose charge clouds do not overlap. Neighbouring dipoles oscillate alike, because the wavelength is much longer than the spacing $a$ between sites. The macroscopic field $\mathbf E$ is the average over a region containing many sites. The force on a charge, however, comes from the local field $\mathbf E_{\rm loc}$ at its own site, produced by everything except that oscillator itself. The effect of an oscillator's own field on its frequency is already contained in $\omega_0$. The rate $\gamma$ stands for non-radiative loss only: in a periodic lattice much finer than the wavelength, the retarded fields of the other dipoles cancel the radiative damping of the isolated oscillator, so that part causes no absorption.

### (a) The distant dipoles

*Draw a sphere of radius $R$ around one site, with $a\ll R$ and $R$ much smaller than the wavelength. Treat the matter outside it as a continuum. What field do all sources outside the sphere produce at its centre?*

**Solution.** In the continuous medium, the field at the centre is $\mathbf E$. Now remove the matter inside the sphere while keeping the polarization outside fixed. Since $\mathbf P$ is uniform across the sphere, the removed matter had no bound charge in its volume. The only change is therefore a bound surface charge on the cavity wall. The field from outside is $\mathbf E$ plus the field of this surface charge.

Let $\mathbf P$ point along $z$, and let $\theta$ be the angle from $z$ to a point on the wall. The bound surface charge density is $\mathbf P\cdot\mathbf n$, where $\mathbf n$ points out of the material. Here that means into the cavity, so $\mathbf n=-\hat{\mathbf r}$ and

$$\sigma=-P\cos\theta .$$

A charge $\sigma\,dA$ at direction $\hat{\mathbf r}$ produces at the centre the field $-\hat{\mathbf r}\,\sigma\,dA/(4\pi\varepsilon_0R^2)$. Its $z$ component is

$$dE_z=-\cos\theta\,\frac{(-P\cos\theta)\,dA}{4\pi\varepsilon_0R^2}
=\frac{P\cos^2\theta\,dA}{4\pi\varepsilon_0R^2}.$$

The two minus signs cancel, so every patch of the wall contributes along $+\mathbf P$ or not at all. The components perpendicular to $z$ cancel around each ring of constant $\theta$. Such a ring has area $dA=2\pi R^2\sin\theta\,d\theta$. With $s=\cos\theta$,

$$E_{\rm surface}=\frac{P}{2\varepsilon_0}\int_0^\pi\cos^2\theta\sin\theta\,d\theta
=\frac{P}{2\varepsilon_0}\int_{-1}^{1}s^2\,ds
=\frac{P}{2\varepsilon_0}\cdot\frac23=\frac{P}{3\varepsilon_0}.$$

The radius has dropped out. The sources outside the sphere thus give $\mathbf E+\mathbf P/(3\varepsilon_0)$.

### (b) The dipoles inside the sphere

*The other dipoles inside the sphere must be added one by one. What do they contribute if the site has cubic symmetry?*

**Solution.** A dipole $\mathbf p$ displaced from the site by $\mathbf r$ produces there the field

$$\mathbf E_{\rm dip}=\frac{3\mathbf r(\mathbf p\cdot\mathbf r)-r^2\mathbf p}{4\pi\varepsilon_0r^5}.$$

Reversing $\mathbf r$ changes nothing, so it does not matter whether $\mathbf r$ runs from the site to the dipole or back. Since $R$ is small compared with the wavelength, the static form suffices. For dipoles along $x$, the sums over all neighbours in the sphere are

$$E_{{\rm near},x}=\frac{p}{4\pi\varepsilon_0}\sum\frac{3x^2-r^2}{r^5},\qquad
E_{{\rm near},y}=\frac{p}{4\pi\varepsilon_0}\sum\frac{3xy}{r^5},$$

with a similar expression for $z$.

Cubic site symmetry means that the surroundings are unchanged by a rotation of $120^\circ$ about a body diagonal, and by rotations of $180^\circ$ about $x$, $y$ and $z$. The first rotation turns $x$ into $y$, $y$ into $z$ and $z$ into $x$. Hence

$$\sum\frac{x^2}{r^5}=\sum\frac{y^2}{r^5}=\sum\frac{z^2}{r^5}
=\frac13\sum\frac{r^2}{r^5},$$

where the last step uses $x^2+y^2+z^2=r^2$. The sum of $3x^2-r^2$ therefore vanishes. A rotation by $180^\circ$ about $x$ changes $xy$ into $-xy$, so that sum equals its own negative and is zero; the same holds for $xz$. The near field vanishes, and

$$\mathbf E_{\rm loc}=\mathbf E+\frac{\mathbf P}{3\varepsilon_0}.$$

The individual neighbours do exert forces. Those ahead of and behind the dipole support its displacement, those beside it oppose it, and at a cubic site the two groups balance.

### (c) What happens at a site that is not cubic?

*Write $E_{\rm loc}=E+LP/\varepsilon_0$ for polarization along a symmetry axis. Find how $L$ changes when a simple cubic lattice is stretched along one edge. Is it enough that the crystal as a whole is cubic?*

**Solution.** Let $V=1/N$ be the volume per dipole, so that $p=PV$. The results of (a) and (b) combine to

$$L=\frac13+\frac{V}{4\pi}\sum\frac{3x^2-r^2}{r^5}.$$

Stretch the lattice to $c/a=1.1$ and let the dipoles lie along an unstretched edge $a$. In units of $a$, the two neighbours in line contribute $2+2$ to the sum. The two at the sides at distance $1$ contribute $-1-1$, and the two at distance $1.1$ contribute $-2/1.1^3$. The total is positive because two of the opposing neighbours have moved away.

Summed over a large sphere, the near part is $0.047$, so $L=0.333+0.047=0.380$. For dipoles along the stretched edge, $L$ must be smaller. The near parts for the three axes add to zero, because $(3x^2-r^2)+(3y^2-r^2)+(3z^2-r^2)=0$. This gives $L=0.333-2(0.047)=0.239$.

These values can be tested without a cavity. Place static dipoles on the lattice, let their moments vary from site to site as a long wave, and point them perpendicular to the wavevector. Then $\nabla\cdot\mathbf P=0$, there is no macroscopic bound charge, and the electrostatic $\mathbf E$ is zero. The whole field at a site is then $LP/\varepsilon_0$. An Ewald sum, which splits the lattice sum into two rapidly converging parts, gives $0.3804$ and $0.2391$ for the two directions in the stretched lattice. For the simple cubic, body-centred and face-centred lattices it gives $0.33333$.

A cubic crystal does not guarantee cubic sites. Put equal dipoles on the three kinds of face centre of a simple cubic cell and leave the corners empty. The crystal is cubic, but each face centre has one special direction, the normal to its face. For dipoles along $x$, the lattice sum gives $L=0.563$ on the faces normal to $x$ and $0.218$ on the other two kinds, with $P$ the total polarization. The mean is $1/3$, but no site has this value. Identical oscillators there feel different forces when displaced equally, so they cannot keep moving in step. The derivation below does not apply to them.

### (d) The transverse resonance

*Set up the equation of motion at cubic sites. At what frequency does $\mathbf P$ resonate when the macroscopic field is held fixed?*

**Solution.** Newton's law for one charge is

$$m\ddot{\mathbf x}=-m\omega_0^2\mathbf x-m\gamma\dot{\mathbf x}+q\mathbf E_{\rm loc}.$$

Multiply by $Nq/m$ and use $\mathbf P=Nq\mathbf x$. The factor in front of the field becomes $Nq^2/m=\varepsilon_0\omega_p^2$:

$$\ddot{\mathbf P}+\gamma\dot{\mathbf P}+\omega_0^2\mathbf P
=\varepsilon_0\omega_p^2\left(\mathbf E+\frac{\mathbf P}{3\varepsilon_0}\right)
=\varepsilon_0\omega_p^2\mathbf E+\frac{\omega_p^2}{3}\mathbf P .$$

The last term is proportional to $\mathbf P$ and belongs with the spring term on the left:

$$\ddot{\mathbf P}+\gamma\dot{\mathbf P}
+\left(\omega_0^2-\frac{\omega_p^2}{3}\right)\mathbf P=\varepsilon_0\omega_p^2\mathbf E .$$

This is again a driven damped oscillator, with squared resonance frequency

$$\boxed{\;\omega_T^2=\omega_0^2-\frac{\omega_p^2}{3}\;}$$

The neighbours' field pushes each charge with the force $qP/(3\varepsilon_0)=Nq^2x/(3\varepsilon_0)$. Because $q$ appears squared, this force points along the displacement for either sign of charge. It weakens the spring constant from $m\omega_0^2$ to $m\omega_0^2-Nq^2/(3\varepsilon_0)$. At a non-cubic site with the same $L$ for all oscillators, the same steps give $\omega_0^2-L\omega_p^2$.

For a dilute system, $\omega_p\ll\omega_0$, the square root may be expanded to first order: $\omega_T\approx\omega_0-\omega_p^2/(6\omega_0)$. The shift is then proportional to density. In the opposite direction, $\omega_T^2$ reaches zero at $\omega_p^2=3\omega_0^2$. Beyond that density the linear model has no stable unpolarized state, since a small uniform displacement is pushed outwards more strongly than the spring pulls it back. This tests only the uniform pattern. In the simple cubic lattice, columns of dipoles pointing alternately up and down have a larger factor, $L\approx0.426$, and become unstable earlier, near $\omega_p^2=2.35\,\omega_0^2$. In a real material, overlap and nonlinear forces would then have to be included.

### (e) The dielectric function and the absorption peak

*Find $\varepsilon(\omega)$. Where does the absorption peak when damping is present?*

**Solution.** For $e^{-i\omega t}$, each time derivative gives a factor $-i\omega$. Thus

$$(\omega_T^2-\omega^2-i\gamma\omega)\,\mathbf P=\varepsilon_0\omega_p^2\mathbf E .$$

The relative dielectric function is defined by $\mathbf P=\varepsilon_0(\varepsilon-1)\mathbf E$, so

$$\varepsilon(\omega)=1+\frac{\omega_p^2}{\omega_T^2-\omega^2-i\gamma\omega}.$$

The local field has moved the resonance but left the numerator $\omega_p^2$ unchanged. Multiplying numerator and denominator by the complex conjugate of the denominator gives

$$\omega\,{\rm Im}\,\varepsilon
=\frac{\omega_p^2\gamma\omega^2}{(\omega_T^2-\omega^2)^2+\gamma^2\omega^2}
=\frac{\omega_p^2\gamma}{(\omega_T^2-\omega^2)^2/\omega^2+\gamma^2}.$$

The mean power absorbed per volume is $\tfrac12\varepsilon_0\,\omega\,{\rm Im}\,\varepsilon\,|E|^2$. At fixed $|E|$ it peaks at $\omega=\omega_T$, where the non-negative first term in the denominator is zero.

The curve of ${\rm Im}\,\varepsilon$ alone has an extra factor $1/\omega$, so its maximum lies lower. Put $\omega=\omega_T+\delta$ with $|\delta|\ll\omega_T$. Then $(\omega_T^2-\omega^2)/\omega\approx-2\delta$, and close to the peak $\omega\,{\rm Im}\,\varepsilon\propto1-4\delta^2/\gamma^2$. Setting the logarithmic derivative of ${\rm Im}\,\varepsilon$ to zero gives

$$-\frac{8\delta}{\gamma^2}-\frac1{\omega_T}=0,\qquad
\delta=-\frac{\gamma^2}{8\omega_T}.$$

The absorption coefficient of a light beam is $\omega\,{\rm Im}\,\varepsilon/(nc)$. Since the refractive index $n$ varies strongly across the line, its peak need not coincide with either of these.

### (f) Longitudinal oscillation

*Suppose $\mathbf P$ points along the wavevector and there is no damping or free charge. Find the frequency $\omega_L$ of the free oscillation.*

**Solution.** Without free charge, $\nabla\cdot\mathbf D=0$, so $\mathbf D=\varepsilon_0\mathbf E+\mathbf P$ has no component along the wavevector. In a longitudinal wave both $\mathbf E$ and $\mathbf P$ lie along it. Therefore $\mathbf D=0$ and $\mathbf E=-\mathbf P/\varepsilon_0$. Insert this in the equation of motion:

$$\ddot{\mathbf P}+\omega_T^2\mathbf P=-\omega_p^2\mathbf P,\qquad
\omega_L^2=\omega_T^2+\omega_p^2=\omega_0^2+\frac23\omega_p^2 .$$

The local field is now $-\mathbf P/\varepsilon_0+\mathbf P/(3\varepsilon_0)=-2\mathbf P/(3\varepsilon_0)$ and stiffens the spring. The lattice sums for the three cubic lattices give $-0.66667$ for this direction. The neighbours thus lower one squared frequency by $\omega_p^2/3$ and raise the other by twice as much.

## II. Many transitions, and methane as an example

The first half considered $N$ oscillators per volume, each with isolated frequency $\omega_0$, and $\omega_p^2=Nq^2/(\varepsilon_0m)$. At cubic sites the local field is $\mathbf E_{\rm loc}=\mathbf E+\mathbf P/(3\varepsilon_0)$. The polarization at fixed macroscopic field resonates at $\omega_T^2=\omega_0^2-\omega_p^2/3$, and without damping $\varepsilon=1+\omega_p^2/(\omega_T^2-\omega^2)$. The longitudinal frequency obeys $\omega_L^2=\omega_T^2+\omega_p^2$. For other sites, $1/3$ is replaced by a factor $L$.

### (g) A molecule with many transitions

*A molecule has many transition frequencies $\omega_n$, with oscillator strengths $f_n$. Below the first transition, can it be replaced by one effective oscillator, and does the frequency rule survive?*

**Solution.** Let $e$ and $m_e$ be the electron charge and mass. Without damping, the polarizability $\alpha$, defined by $\mathbf p=\alpha\mathbf E_{\rm loc}$, is a sum of oscillator responses. It is convenient to use the dimensionless quantity

$$u(\omega)=\frac{N\alpha(\omega)}{\varepsilon_0}
=\sum_n\frac{A_n}{\omega_n^2-\omega^2},\qquad
A_n=\frac{Nf_ne^2}{\varepsilon_0m_e}.$$

From $\mathbf P=N\alpha\mathbf E_{\rm loc}$ it follows that $\mathbf P=u(\varepsilon_0\mathbf E+\mathbf P/3)$. Collecting $\mathbf P$ gives $\mathbf P(1-u/3)=u\varepsilon_0\mathbf E$, and hence

$$\varepsilon-1=\frac{u}{1-u/3},\qquad
\frac1{\varepsilon-1}=\frac1u-\frac13 .$$

In the reciprocal form, the local field merely subtracts a constant.

At low frequency, expand $u=u_0+u_2\omega^2+\dots$, where

$$u_0=\sum_n\frac{A_n}{\omega_n^2},\qquad u_2=\sum_n\frac{A_n}{\omega_n^4}.$$

The reciprocal is

$$\frac1u=\frac1{u_0}-\frac{u_2}{u_0^2}\,\omega^2+O(\omega^4).$$

A single oscillator has $1/u=(\omega_0^2-\omega^2)/\omega_p^2$. The two expressions agree through order $\omega^2$ if the effective oscillator is defined by

$$\omega_p^2=\frac{u_0^2}{u_2},\qquad \omega_0^2=\frac{u_0}{u_2}=\frac{\omega_p^2}{u_0}.$$

Subtracting $1/3$ then gives

$$\frac1{\varepsilon-1}
=\frac{\omega_0^2-\omega_p^2/3-\omega^2}{\omega_p^2}+O(\omega^4).$$

The rule therefore survives for the effective resonance that describes the low-frequency dispersion. It holds for any number of transitions, because $\omega_0$ and $\omega_p$ were defined from the first two coefficients. It is not a statement about each absorption line, as part (j) shows.

For point dipoles at cubic sites, the local field lowers the squared resonance frequency by $\omega_p^2/3$, and the same rule holds for the effective oscillator that describes a molecule's low-frequency dispersion. It remains to put in numbers for solid methane, to see why a single absorption line shifts differently, and to judge how far the model can be trusted.

Numbers in the example were calculated in double precision.
